**Stationary current of the exclusion process on a ten-site ring**

The program tests that $N=5$ particles on $L=10$ sites, each hopping clockwise at rate 1 into an empty site, carry the stationary current $J=5/18$ through every bond. It builds the master equation for all 252 configurations, solves it without assuming uniform probabilities, and asserts that the solution is uniform and that all configurations are mutually reachable. The current is also asserted from an exact enumeration, from the cluster counts, and from the leading eigenvalue of a generator that counts crossings of one bond. Solved master equations for other rings confirm $J=N(L-N)/[L(L-1)]$ in the cases tried. A second generator, built only from column heights, is asserted to equal the hopping generator and gives the surface velocity $2J=5/9$. The output also shows the currents from a packed block approaching their common value. With one bond slowed to rate 1/2, the current is still equal on all bonds but falls to 0.241, and the configurations are no longer equally likely.

## Check in Python

```python
# Result under test: five particles on a ten-site ring, each hopping clockwise
# at rate 1 into an empty site, carry a stationary current 5/18 on every bond.
# L: sites, N: particles, n: occupations (0 or 1), bond b joins sites b and b+1.
# Generator convention: dP/dt = M P, with M[new, old] the transition rate.
# Time unit: inverse hop rate. Surface: column b sits on bond b and its height
# obeys h[b] - h[b-1] = 1 - 2 n[b]; growth raises a local minimum by 2.
from fractions import Fraction
from itertools import combinations
from math import comb
import numpy as np
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components


def configurations(L, N):
    return [tuple(int(i in chosen) for i in range(L))
            for chosen in combinations(range(L), N)]


def hop_generator(states, rates, count_factor=None):
    """Master-equation matrix; count_factor weights the gain terms per bond."""
    L = len(states[0])
    index = {s: k for k, s in enumerate(states)}
    factor = np.ones(L) if count_factor is None else count_factor
    M = np.zeros((len(states), len(states)))
    for old, s in enumerate(states):
        for b in range(L):
            if s[b] == 1 and s[(b + 1) % L] == 0:
                t = list(s)
                t[b], t[(b + 1) % L] = 0, 1
                M[index[tuple(t)], old] += rates[b] * factor[b]
                M[old, old] -= rates[b]
    return M


def surface_generator(states):
    """Same state labels, but moves found only from column heights."""
    L = len(states[0])
    index = {s: k for k, s in enumerate(states)}
    M = np.zeros((len(states), len(states)))
    for old, s in enumerate(states):
        h = np.cumsum([1 - 2 * x for x in s])
        for b in range(L):
            if h[b - 1] > h[b] and h[(b + 1) % L] > h[b]:
                g = h.copy()
                g[b] += 2
                t = tuple(int((1 - (g[i] - g[i - 1])) // 2) for i in range(L))
                M[index[t], old] += 1.0
                M[old, old] -= 1.0
    return M


def stationary(M):
    A = M.copy()
    A[-1, :] = 1.0
    rhs = np.zeros(len(M))
    rhs[-1] = 1.0
    p = np.linalg.solve(A, rhs)
    assert np.max(np.abs(M @ p)) < 1e-11
    return p


def bond_currents(states, p, rates):
    n = np.array(states)
    return rates * (p @ (n * (1 - np.roll(n, -1, axis=1))))


L, N = 10, 5
target = Fraction(5, 18)
states = configurations(L, N)
unit = np.ones(L)
M = hop_generator(states, unit)

# Entry and exit rates agree for each configuration; all are mutually reachable.
gain = M - np.diag(np.diag(M))
entry, leave = gain.sum(axis=1), gain.sum(axis=0)
assert np.array_equal(entry, leave)
classes, _ = connected_components(csr_matrix(gain), directed=True,
                                  connection='strong')
assert classes == 1
one_way = np.logical_and(gain > 0, gain.T == 0).sum()
assert one_way == (gain > 0).sum()  # no hop has a reverse: no detailed balance

# Stationary law solved without assuming that it is uniform.
p = stationary(M)
assert np.max(np.abs(p - 1 / comb(L, N))) < 1e-12
J = bond_currents(states, p, unit)
assert np.max(np.abs(J - float(target))) < 1e-11

# Exact count of configurations with a particle-hole pair on each bond.
pair_counts = [sum(s[b] == 1 and s[(b + 1) % L] == 0 for s in states)
               for b in range(L)]
assert all(c == comb(L - 2, N - 1) for c in pair_counts)
exact_J = Fraction(pair_counts[0], len(states))
assert exact_J == target

# Cluster statistics by enumeration against the counting formula.
clusters = leave.astype(int)
histogram = [int(np.sum(clusters == m)) for m in range(1, N + 1)]
for m, number in enumerate(histogram, start=1):
    assert number * m == L * comb(N - 1, m - 1) ** 2
mean_movable = Fraction(int(clusters.sum()), len(states))
assert mean_movable / L == target

# Long-time crossing rate of one bond from the counting generator.
step = 1e-3
leading = []
for gamma in (step, -step):
    factor = np.ones(L)
    factor[0] = np.exp(gamma)
    tilted = hop_generator(states, unit, factor)
    leading.append(np.max(np.linalg.eigvals(tilted).real))
counted_J = (leading[0] - leading[1]) / (2 * step)
assert abs(counted_J - float(target)) < 1e-6  # finite-difference error

# Surface growth built from heights is the same process.
S = surface_generator(states)
assert np.array_equal(S, M)
p_surface = stationary(S)
velocity = 2 * float(-np.diag(S) @ p_surface) / L
assert abs(velocity - 5 / 9) < 1e-11

# General formula on other rings, from solved master equations.
for L2, N2 in ((5, 1), (6, 2), (7, 3), (8, 5), (9, 2)):
    st = configurations(L2, N2)
    r = np.ones(L2)
    j = bond_currents(st, stationary(hop_generator(st, r)), r)
    assert np.max(np.abs(j - N2 * (L2 - N2) / (L2 * (L2 - 1)))) < 1e-11
half_filled = []
for L2 in (4, 6, 8, 10):
    st = configurations(L2, L2 // 2)
    r = np.ones(L2)
    j = bond_currents(st, stationary(hop_generator(st, r)), r)
    assert np.max(np.abs(j - 0.25 - 0.25 / (L2 - 1))) < 1e-11
    half_filled.append((L2, j[0]))

# Approach to the stationary state from a packed block on the first five sites.
start = np.zeros(len(states))
start[states.index((1,) * N + (0,) * (L - N))] = 1.0
history = []
for time in (0, 1, 5, 10, 20):
    j = bond_currents(states, expm(M * time) @ start, unit)
    history.append((time, j[N - 1], j[L - 1]))
late = bond_currents(states, expm(M * 200.0) @ start, unit)
assert np.max(np.abs(late - float(target))) < 1e-8

# One slow bond: conservation survives, uniform weights and 5/18 do not.
slow = np.ones(L)
slow[0] = 0.5
p_slow = stationary(hop_generator(states, slow))
J_slow = bond_currents(states, p_slow, slow)
assert np.ptp(J_slow) < 1e-11
assert p_slow.max() / p_slow.min() > 1.1
assert J_slow[0] < float(target) - 1e-3

density = N / L
mean_field = density * (1 - density)
occupied = float(p @ np.array(states)[:, 0])
print("sites, particles:", L, N)
print("number of configurations:", len(states))
print("mutually reachable classes:", classes)
print(f"smallest, largest stationary probability: {p.min():.8f} {p.max():.8f}")
print("configurations with particle-hole pair on a bond:", pair_counts[0])
print("exact current (hops per unit time):", exact_J)
print(f"smallest, largest bond current: {J.min():.8f} {J.max():.8f}")
print(f"current from counting generator: {counted_J:.6f}")
print(f"probability that a site is occupied: {occupied:.6f}")
print(f"probability of hole ahead, given a particle: {J[0] / occupied:.6f}")
for m, number in enumerate(histogram, start=1):
    print(f"configurations with {m} cluster(s): {number}")
print("mean number of movable particles:", mean_movable)
print(f"independent-site current: {mean_field:.6f}")
print(f"excess over independent-site current: {J[0] - mean_field:.6f}")
print(f"surface velocity (height units per unit time): {velocity:.6f}")
print(f"infinite-surface velocity: {2 * mean_field:.6f}")
for size, value in half_filled:
    print(f"half-filled ring, {size} sites, current: {value:.6f}")
for time, front, rear in history:
    print(f"block start, time {time}: front {front:.6f}, rear {rear:.6f}")
print(f"one bond at rate {slow[0]}: current on every bond {J_slow[0]:.6f}")
print(f"same case, largest/smallest probability: {p_slow.max()/p_slow.min():.4f}")
print("verified")
```

It prints:

```
sites, particles: 10 5
number of configurations: 252
mutually reachable classes: 1
smallest, largest stationary probability: 0.00396825 0.00396825
configurations with particle-hole pair on a bond: 70
exact current (hops per unit time): 5/18
smallest, largest bond current: 0.27777778 0.27777778
current from counting generator: 0.277778
probability that a site is occupied: 0.500000
probability of hole ahead, given a particle: 0.555556
configurations with 1 cluster(s): 10
configurations with 2 cluster(s): 80
configurations with 3 cluster(s): 120
configurations with 4 cluster(s): 40
configurations with 5 cluster(s): 2
mean number of movable particles: 25/9
independent-site current: 0.250000
excess over independent-site current: 0.027778
surface velocity (height units per unit time): 0.555556
infinite-surface velocity: 0.500000
half-filled ring, 4 sites, current: 0.333333
half-filled ring, 6 sites, current: 0.300000
half-filled ring, 8 sites, current: 0.285714
half-filled ring, 10 sites, current: 0.277778
block start, time 0: front 1.000000, rear 0.000000
block start, time 1: front 0.465290, rear 0.000038
block start, time 5: front 0.323139, rear 0.154837
block start, time 10: front 0.296585, rear 0.256037
block start, time 20: front 0.279709, rear 0.275855
one bond at rate 0.5: current on every bond 0.241405
same case, largest/smallest probability: 40.8181
verified
```
